# First-order term energies of 1s2p and 2p² in two-electron ions

## Problem

Two electrons move in the field of a fixed point nucleus of charge $Z$. Relativity is left out. In hartree atomic units

$$H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right)+\frac{1}{r_{12}} .$$

The repulsion $1/r_{12}$ is treated to first order, with hydrogenic orbitals. At $Z=1$ their radial functions are

$$R_{1s}=2e^{-r},\qquad R_{2s}=\frac{1-r/2}{\sqrt2}\,e^{-r/2},\qquad R_{2p}=\frac{r}{2\sqrt6}\,e^{-r/2}.$$

(a) Find the direct integral $J$ and the exchange integral $K$ of 1s2p as fractions, and from them the energies of the terms $^1P$ and $^3P$.

(b) Find the Slater integrals $F^0$ and $F^2$ of 2p² as fractions.

(c) Treat 2p² as a pure configuration. Find the energies of $^3P$, $^1D$ and $^1S$, and the ratio of the interval $^1S-{}^1D$ to the interval $^1D-{}^3P$.

(d) Evaluate the results for a model ion with $Z=10$.

## Hints

1. Measure lengths in units of $1/Z$. How does each part of $H$ scale?
2. Expand $1/r_{12}$ in Legendre polynomials. The shape of each charge distribution decides which multipoles $k$ survive.
3. When both radial distributions are the same function, the regions $r_1<r_2$ and $r_1>r_2$ contribute equally. Compute one and double it.
4. For (c), use the real orbitals $x,y,z$. The nine products $x_i(1)x_j(2)$ split into a trace, an antisymmetric part and a symmetric traceless part.
5. The integral $(xz|xz)$ follows from two simpler ones if the axes are turned by 45°.

## Solution

### Scaling and zeroth order

With $\mathbf r=\boldsymbol\rho/Z$, the kinetic energy and the nuclear attraction both gain a factor $Z^2$, and the repulsion gains a factor $Z$:

$$H=Z^2\left[h_1+h_2+\frac1Z\,\frac1{\rho_{12}}\right],\qquad h=-\tfrac12\nabla_\rho^2-\frac1\rho .$$

The expansion parameter is $1/Z$. The zeroth-order energy is proportional to $Z^2$, the first-order energy to $Z$, and the remainder starts at order $Z^0$. All integrals below are therefore computed at $Z=1$ and multiplied by $Z$ at the end.

An orbital of shell $n$ has energy $-Z^2/(2n^2)$. This gives $-Z^2/2-Z^2/8=-5Z^2/8$ for 1s2p and $-2Z^2/8=-Z^2/4$ for 2p².

### Tools

The multipole expansion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$, and $\gamma$ is the angle between $\mathbf r_1$ and $\mathbf r_2$. Let $D(r)$ be a product of two radial functions times $r^2$. If both electrons carry the same $D$, the radial integral is

$$R^k=2\int_0^\infty dr\,r^kD(r)\int_r^\infty ds\,\frac{D(s)}{s^{k+1}} .\tag{1}$$

The outer integrals are all of the type $\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}$. The inner ones follow by repeated integration by parts:

$$\int_r^\infty se^{-as}ds=\left(\frac ra+\frac1{a^2}\right)e^{-ar},$$

$$\int_r^\infty s^2e^{-s}ds=(r^2+2r+2)e^{-r},\qquad \int_r^\infty s^3e^{-s}ds=(r^3+3r^2+6r+6)e^{-r}.$$

### (a) The configuration 1s2p

The level $-5Z^2/8$ also contains 1s2s, but that configuration has even parity and 1s2p has odd parity, so $1/r_{12}$ does not couple them. The spatial functions are

$$\psi_\pm=\frac{1s(1)\,2p(2)\pm2p(1)\,1s(2)}{\sqrt2}.$$

The total wave function must be antisymmetric, so $\psi_+$ goes with the spin singlet and $\psi_-$ with the triplet. In $\langle\psi_\pm|1/r_{12}|\psi_\pm\rangle$ the two direct terms give $\tfrac12(J+J)$ and the two cross terms give $\pm\tfrac12(K+K)$. The result is $J\pm K$.

**Direct integral.** The 1s cloud is spherical, so only $k=0$ survives. Its radial density is $4s^2e^{-2s}$, and its potential is

$$V(r)=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4se^{-2s}ds$$
$$=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(2r+1)e^{-2r}=\frac1r-\left(1+\frac1r\right)e^{-2r}.$$

The 2p radial density is $r^2R_{2p}^2=r^4e^{-r}/24$. Averaging $V$ over it gives

$$J=\frac1{24}\left[3!-\frac{4!}{3^5}-\frac{3!}{3^4}\right]=\frac14-\frac1{243}-\frac1{324}=\frac{243-4-3}{972}=\frac{59}{243}.$$

The term $1/4$ is the repulsion that would result if the whole 1s charge sat at the nucleus. Penetration of the 2p electron into the 1s cloud lowers it by $7/972$, about 3% of $1/4$.

**Exchange integral.** The product $1s\,2p_z$ has the angular part $Y_{00}Y_{10}=Y_{10}/\sqrt{4\pi}$, so only $k=1$ survives. The addition theorem gives $P_1(\cos\gamma)=\frac{4\pi}3\sum_mY_{1m}Y_{1m}^*$. The angular factor is $\frac{4\pi}3\left(\frac1{\sqrt{4\pi}}\right)^2=\frac13$, hence $K=G^1/3$, where $G^1$ is integral (1) with $k=1$ and

$$D=r^2R_{1s}R_{2p}=\frac{r^3e^{-3r/2}}{\sqrt6}.$$

The inner integral is $\int_r^\infty se^{-3s/2}ds=\left(\frac{2r}3+\frac49\right)e^{-3r/2}$. The prefactor is $2\cdot\frac16=\frac13$, so

$$G^1=\frac13\int_0^\infty r^4\left(\frac{2r}3+\frac49\right)e^{-3r}dr=\frac13\left[\frac23\cdot\frac{5!}{3^6}+\frac49\cdot\frac{4!}{3^5}\right]$$
$$=\frac13\left[\frac{80}{729}+\frac{32}{729}\right]=\frac{112}{2187},\qquad K=\frac{112}{6561}.$$

With the scaling restored,

$$E(^1P,{}^3P)=-\frac{5Z^2}8+Z\left(\frac{59}{243}\pm\frac{112}{6561}\right),\qquad E(^1P)-E(^3P)=2KZ=\frac{224}{6561}\,Z .$$

Since $K>0$, the triplet lies lower. Its spatial function vanishes where the electrons meet, and with these fixed orbitals that reduces their mean repulsion.

### (b) Slater integrals of 2p²

Now $D=r^4e^{-r}/24$ for both electrons, and the prefactor in (1) is $2/24^2=1/288$. For $k=0$ the inner integrand is $s^3e^{-s}$:

$$F^0=\frac1{288}\int_0^\infty r^4(r^3+3r^2+6r+6)e^{-2r}dr$$
$$=\frac1{288}\left[\frac{7!}{2^8}+\frac{3\cdot6!}{2^7}+\frac{6\cdot5!}{2^6}+\frac{6\cdot4!}{2^5}\right]=\frac1{288}\cdot\frac{315+270+180+72}{16}=\frac{837}{4608}=\frac{93}{512}.$$

For $k=2$ the inner integrand is $se^{-s}$, and the outer factor is $r^2\cdot r^4=r^6$:

$$F^2=\frac1{288}\int_0^\infty r^6(r+1)e^{-2r}dr=\frac1{288}\left[\frac{7!}{2^8}+\frac{6!}{2^7}\right]=\frac1{288}\cdot\frac{315+90}{16}=\frac{405}{4608}=\frac{45}{512}.$$

### (c) Terms of the pure configuration 2p²

Write $(ab|cd)$ for the repulsion between the distribution $ab$ of electron 1 and the distribution $cd$ of electron 2. A real p orbital along the unit vector $\mathbf u$ has the angular density

$$\frac3{4\pi}(\mathbf n\cdot\mathbf u)^2=\frac1{4\pi}\left[1+2P_2(\mathbf n\cdot\mathbf u)\right].$$

The monopole part gives $F^0$. For the quadrupole part, the addition theorem implies $\int P_2(\mathbf n\cdot\mathbf n')P_2(\mathbf n'\cdot\mathbf v)\,d\Omega'=\frac{4\pi}5P_2(\mathbf n\cdot\mathbf v)$. Using it twice gives

$$(uu|vv)=F^0+\frac4{(4\pi)^2}\left(\frac{4\pi}5\right)^2P_2(\mathbf u\cdot\mathbf v)F^2=F^0+\frac4{25}P_2(\mathbf u\cdot\mathbf v)F^2 .$$

With $P_2(1)=1$ and $P_2(0)=-\frac12$,

$$(zz|zz)=F^0+\tfrac4{25}F^2,\qquad(xx|zz)=F^0-\tfrac2{25}F^2 .$$

For the remaining integral take the perpendicular orbitals $u=(x+z)/\sqrt2$ and $v=(x-z)/\sqrt2$. By rotational symmetry $(uu|vv)=(xx|zz)$. Since $uu=\frac12(xx+zz+2xz)$ and $vv=\frac12(xx+zz-2xz)$, the terms linear in $xz$ cancel, and

$$(xx|zz)=\tfrac14\left[2(zz|zz)+2(xx|zz)-4(xz|xz)\right].$$

Solving for the last integral,

$$(xz|xz)=\tfrac12\left[(zz|zz)-(xx|zz)\right]=\tfrac3{25}F^2 .$$

The nine products of two p orbitals form three sets.

- The antisymmetric functions, such as $(xz-zx)/\sqrt2$, transform like a vector. They have $L=1$ and need a spin triplet: $^3P$, three functions.
- The symmetric traceless functions, such as $(xz+zx)/\sqrt2$, have $L=2$ and need a singlet: $^1D$, five functions.
- The trace $(xx+yy+zz)/\sqrt3$ has $L=0$: $^1S$, one function.

Their mean repulsions are

$$e(^3P)=(xx|zz)-(xz|xz)=F^0-\tfrac5{25}F^2,$$
$$e(^1D)=(xx|zz)+(xz|xz)=F^0+\tfrac1{25}F^2,$$
$$e(^1S)=\tfrac13\left[3(zz|zz)+6(xz|xz)\right]=F^0+\tfrac{10}{25}F^2 .$$

In the last line the trace has three diagonal terms and six cross terms. As a check, the shifts weighted by the number of functions add up to $3(-5)+5(1)+10=0$, so $F^0$ is the mean of the nine repulsions.

Each term energy is $-Z^2/4+Ze$. The intervals are

$$E(^1D)-E(^3P)=\tfrac6{25}F^2Z=\tfrac{27}{1280}Z,\qquad E(^1S)-E(^1D)=\tfrac9{25}F^2Z=\tfrac{81}{2560}Z,$$

and their ratio is $9:6=3:2$. The integral $F^2$ has cancelled, so the ratio would be the same for any common radial function of the two p electrons. It rests on the assumption that the configuration is pure, which Variation 1 removes.

The level $-Z^2/4$ also lies above $-Z^2/2$, the energy of a 1s ion with a free electron at rest. The terms $^1S$ and $^1D$ can decay into 1s plus a free s or d electron. They are resonances. The width is the squared coupling, of order $Z^2$, times the density of final states per unit energy, of order $Z^{-2}$, so it is of order $Z^0$. For $^1D$ the energy above gives the position up to terms of order $Z^0$. For $^1S$ it does not, because the mixing with 2s² in Variation 1 shifts the level already at order $Z$. The term $^3P$ would need a free p electron to reach $L=1$, but 1s plus p has odd parity and 2p² has even parity. The Hamiltonian used here therefore does not let it decay in this way.

### (d) The model ion with $Z=10$

Four decimals are kept to make the arithmetic traceable; they do not indicate the accuracy. Variation 2 estimates the error of the 1s2p values. The 2p² values also lack the terms of order $Z^0$. These lower $^3P$ by about 0.04 hartree and $^1D$ by roughly 0.08 hartree, so the interval $^1D-{}^3P$ below is too large by roughly 0.04 hartree, about a fifth of its value. For 1s2p, in hartree,

$$E(^1P)=-62.5+10(0.24280+0.01707)=-59.9013,$$
$$E(^3P)=-62.5+10(0.24280-0.01707)=-60.2427 .$$

The splitting is 0.3414 hartree, or 9.29 eV.

For 2p², $ZF^0=1.8164$ and $ZF^2=0.8789$ hartree, so

$$E(^3P)=-25+1.8164-0.1758=-23.3594,$$
$$E(^1D)=-25+1.8164+0.0352=-23.1484,$$
$$E(^1S)=-25+1.8164+0.3516=-22.8320 .$$

The intervals are 0.2109 hartree (5.74 eV) and 0.3164 hartree (8.61 eV), in the ratio 1.5.

## Variation 1: let 2s² mix with 2p²

*In a hydrogenic ion, 2s and 2p have the same energy. What does first-order theory then give for the interval ratio?*

The configuration 2s² has even parity and a single term, $^1S$. It is degenerate with 2p² at zeroth order, so the repulsion must be diagonalized within the pair of $^1S$ states. The remaining configuration of the $n=2$ shell, 2s2p, has odd parity, so its $^3P$ and $^1P$ terms do not couple to 2p². The terms $^3P$ and $^1D$ of 2p² therefore have no partner of the same symmetry and keep their energies.

For 2s², $D=\frac12\left(r^2-r^3+\frac{r^4}4\right)e^{-r}$. The inner integral in (1) with $k=0$ is $\frac18(r^3-r^2+2r+2)e^{-r}$, and multiplying out gives

$$F^0(2s,2s)=\frac18\int_0^\infty\left(\frac{r^7}4-\frac{5r^6}4+\frac{5r^5}2-\frac{5r^4}2+2r^2\right)e^{-2r}dr$$
$$=\frac18\cdot\frac{315-450+300-120+32}{64}=\frac{77}{512}.$$

For the product of 2s and 2p, $D=\frac{1}{4\sqrt3}\left(r^3-\frac{r^4}2\right)e^{-r}$. With $k=1$ the inner integral is $-\frac1{4\sqrt3}\frac{r^2}2e^{-r}$, so

$$G^1(2s,2p)=\frac1{24}\int_0^\infty\left(\frac{r^7}4-\frac{r^6}2\right)e^{-2r}dr=\frac1{24}\left(\frac{315}{64}-\frac{180}{64}\right)=\frac{45}{512}.$$

The coupling of 2s² to the trace function consists of three equal terms $G^1/3$ divided by $\sqrt3$, which is $G^1/\sqrt3$. With $e(^1S)=\frac{93+18}{512}=\frac{111}{512}$, the matrix and its eigenvalues are

$$\frac1{512}\begin{pmatrix}77&15\sqrt3\\15\sqrt3&111\end{pmatrix},\qquad e_\pm=\frac{94\pm\sqrt{17^2+675}}{512}=\frac{94\pm\sqrt{964}}{512}.$$

The upper state has the 2p² weight $\frac12(1+17/\sqrt{964})=0.774$. In units of $1/512$, $^3P$ lies at 84, $^1D$ at 94.8 and the upper $^1S$ at 125.05. The ratio becomes $30.25/10.8=2.80$.

At $Z=10$ the mixing raises the first-order value of the upper interval from 0.3164 to 0.5908 hartree (16.08 eV). Within this nonrelativistic Hamiltonian a larger $Z$ does not restore 3:2, because the coupling and the term splittings are all proportional to $Z$. In real ions of high $Z$, relativistic terms grow faster than $Z$, lift the 2s–2p degeneracy and mix the LS terms, so neither ratio applies there. The 3:2 ratio thus describes a pure configuration, and first-order theory of the hydrogenic ion gives 2.80.

## Variation 2: how large is the neglected remainder?

*For 1s2p at $Z=10$, a variational calculation with products of one s and one p function, in a Gaussian basis, gives $-60.0481$ hartree for $^1P$ and $-60.3153$ hartree for $^3P$. What does this say about the first-order splitting?*

Relative to first order, the energies change by

$$-60.0481+59.9013=-0.1468,\qquad-60.3153+60.2427=-0.0726\ \text{hartree}.$$

Both terms go down, the singlet by about twice as much. The splitting falls from 0.3414 to 0.2672 hartree, so first order is 28% too large relative to the variational value. The total energies differ by less than 0.3%: a splitting is a small difference and feels the remainder far more strongly.

In the same basis, two tests support the expansion. The slopes of the scaled energies $E/Z^2$ in $1/Z$ agree with $J\pm K$ within $5\times10^{-5}$. When $1/Z$ is halved from 0.04 to 0.02, the scaled remainder falls by a factor of 4 within 0.3, as a term of order $Z^0$ in $E$ requires.

If the change of the splitting, $-0.0742$ hartree, is taken as independent of $Z$, the estimate at $Z=20$ is $0.6828-0.0742\approx0.61$ hartree, and the first-order excess drops to about 12%. The variational reference is itself limited. It omits configurations such as 2p3d, and it omits relativity. Adding pd, df and fg products lowers $^1P$ by about 0.007 hartree and $^3P$ by about 0.002 hartree at $Z=10$. The splitting then becomes about 0.262 hartree at $Z=10$ and 0.60 hartree at $Z=20$, and the first-order excess about 30% and 14%.

The values used here can be compared with the numerical output below.

## Calculated quantities

```
Exact integrals at Z = 1, in hartree
J(1s,2p) = 59/243 = 0.24279835
G1(1s,2p) = 112/2187 = 0.05121171
K(1s,2p) = 112/6561 = 0.01707057
F0(2p,2p) = 93/512 = 0.18164062
F2(2p,2p) = 45/512 = 0.08789062
F0(2s,2s) = 77/512 = 0.15039062
G1(2s,2p) = 45/512 = 0.08789062
Momentum-space integrals at Z = 1
J(1s,2p): 0.24279835 hartree
K(1s,2p): 0.01707057 hartree
(zz|zz): 0.19570312 hartree
(xx|zz): 0.17460937 hartree
(xz|xz): 0.01054687 hartree
Slope of variational 1s2p energy in 1/Z, scaled units
singlet slope: 0.259869 (dimensionless)
triplet slope: 0.225728 (dimensionless)
Worked example: Z = 10 (dimensionless)
1s2p zeroth order: -62.5000 hartree
1s2p 1P first order: -59.9013 hartree
1s2p 3P first order: -60.2427 hartree
1s2p splitting first order: 0.3414 hartree
1s2p splitting first order: 9.290 eV
1s2p 1P variational s-p basis: -60.0481 hartree
1s2p 3P variational s-p basis: -60.3153 hartree
1s2p splitting variational: 0.2672 hartree
2p2 zeroth order: -25.0000 hartree
2p2 3P first order: -23.3594 hartree
2p2 1D first order: -23.1484 hartree
2p2 1S single configuration: -22.8320 hartree
interval 1D-3P: 0.2109 hartree
interval 1D-3P: 5.740 eV
interval 1S-1D single configuration: 0.3164 hartree
interval 1S-1D single configuration: 8.610 eV
interval ratio single configuration: 1.5000 (dimensionless)
2s2-2p2 coupling in 1S: 0.5074 hartree
lower mixed 1S: -23.7705 hartree
upper mixed 1S: -22.5576 hartree
2p2 weight in upper 1S: 0.7738 (dimensionless)
interval upper 1S-1D with mixing: 0.5908 hartree
interval upper 1S-1D with mixing: 16.076 eV
interval ratio with mixing: 2.8008 (dimensionless)
```
